# Steady surface composition of a preferentially etched compound AB: a program that tests the result

```python
# Result under test: a compound with bulk A fraction c, etched with first-order
# coefficients k_a and k_b (1/s), has steady surface A fraction
#     x_s = c*k_b / ((1-c)*k_a + c*k_b),
# which is 0.8 for c = 1/2 and k_b = 4*k_a, while the A and B fluxes are equal.
# Symbols: density = atoms per nm^3, thickness = altered layer (nm),
# inventory = atoms per nm^2 in that layer, x = its atomic fraction of A.
# Parameters are round values in the rough regime of chlorine-plasma III-V etching.
import numpy as np
from scipy.integrate import solve_ivp
from scipy.optimize import fsolve
from scipy.constants import k as boltzmann, e as charge

density, thickness = 40.0, 2.0
k_a, k_b, c = 1.0, 4.0, 0.5
ion_flux = 100.0
inventory = density * thickness


def steady_fraction(ka, kb, bulk):
    return bulk * kb / ((1 - bulk) * ka + bulk * kb)


def integrate_inventory(ka, kb, bulk, vol_a, vol_b, times, returned=0.0):
    """Count atoms in a layer of fixed thickness; no steady state is assumed.
    Rows: A in layer, B in layer, A removed, B removed, etched depth."""
    mean_volume = bulk * vol_a + (1 - bulk) * vol_b
    start = thickness / mean_volume

    def rates(t, y):
        leaving_a, leaving_b = ka * y[0], kb * y[1]
        coming_back = returned * leaving_a
        net_a = leaving_a - coming_back
        speed = vol_a * net_a + vol_b * leaving_b
        admitted = speed / mean_volume
        return [bulk * admitted - net_a, (1 - bulk) * admitted - leaving_b,
                net_a, leaving_b, speed]

    y0 = [bulk * start, (1 - bulk) * start, 0.0, 0.0, 0.0]
    sol = solve_ivp(rates, (0, times[-1]), y0, t_eval=times,
                    rtol=1e-10, atol=1e-11)
    assert sol.success
    return sol.y


def fraction(y):
    return y[0] / (y[0] + y[1])


# Derived formulas for the example
x_s = steady_fraction(k_a, k_b, c)
relax = (1 - c) * k_a + c * k_b
flux_a, flux_b = k_a * inventory * x_s, k_b * inventory * (1 - x_s)
speed_start = thickness * (c * k_a + (1 - c) * k_b)
speed_steady = thickness / (c / k_a + (1 - c) / k_b)
excess_b = 2 * (x_s - c) * inventory
time_99 = np.log(100) / relax


def x_formula(t):
    return x_s + (c - x_s) * np.exp(-relax * t)


def depth_formula(t):
    return (speed_steady * t
            + (speed_start - speed_steady) * (1 - np.exp(-relax * t)) / relax)


# Direct integration of the atom inventories
times = np.array([0.0, 0.1, 0.4, 1.0, time_99, 20.0])
atom = 1 / density
run = integrate_inventory(k_a, k_b, c, atom, atom, times)
assert np.allclose(run[0] + run[1], inventory, rtol=1e-8)
assert np.allclose(fraction(run), x_formula(times), atol=1e-7)
assert np.allclose(run[4], depth_formula(times), atol=1e-6)
assert abs(fraction(run)[-1] - 0.8) < 1e-7
assert abs(k_a * run[0, -1] / (k_b * run[1, -1]) - 1) < 1e-6
assert abs(run[3, -1] - run[2, -1] - excess_b) < 1e-5

# Unequal atomic volumes, and a different compound and coefficient ratio
unequal = integrate_inventory(k_a, k_b, c, 2 * atom, atom, [0.0, 40.0])
assert abs(fraction(unequal)[-1] - x_s) < 1e-6
other = integrate_inventory(1.0, 7.0, 0.3, atom, atom, [0.0, 40.0])
assert abs(fraction(other)[-1] - steady_fraction(1.0, 7.0, 0.3)) < 1e-6

# Random atomic columns: each exposed atom waits an exponential time
rng = np.random.default_rng(12)
columns, stack = 40000, 60
is_a = rng.random((columns, stack)) < c
dwell = rng.exponential(1.0, (columns, stack)) / np.where(is_a, k_a, k_b)
leave_time = np.cumsum(dwell, axis=1)
t_early, t_mid, t_late = 0.4, 3.0, 6.0
assert leave_time[:, -1].min() > t_late


def exposed_a(t):
    top = np.sum(leave_time <= t, axis=1)
    return np.mean(is_a[np.arange(columns), top])


mc_early, mc_late = exposed_a(t_early), exposed_a(t_late)
# Tolerance is about five standard errors of the sampled fraction
assert abs(mc_early - x_formula(t_early)) < 0.012
assert abs(mc_late - x_s) < 0.011
in_window = (leave_time > t_mid) & (leave_time <= t_late)
mc_flux_ratio = np.sum(in_window & is_a) / np.sum(in_window & ~is_a)
assert abs(mc_flux_ratio - 1) < 0.03
mean_removed = np.mean(np.sum(leave_time <= t_late, axis=1))
assert abs(mean_removed - depth_formula(t_late) / thickness) < 0.1

# Diffusion between the mixed layer and the approaching bulk
diffusivity, cells, dz = 1.0, 200, 0.025
z = (np.arange(cells) + 0.5) * dz


def diffusion_rates(t, y):
    x, u = y[0], y[1:]
    speed = thickness * (k_a * x + k_b * (1 - x))
    flow = np.empty(cells + 1)
    flow[0] = speed * x + diffusivity * (u[0] - x) / (dz / 2)
    flow[1:-1] = (speed * (u[1:] + u[:-1]) / 2
                  + diffusivity * (u[1:] - u[:-1]) / dz)
    flow[-1] = speed * c
    dx = flow[0] / thickness - k_a * x
    return np.concatenate(([dx], np.diff(flow) / dz))


diffused = solve_ivp(diffusion_rates, (0, 20), np.full(cells + 1, c),
                     method="BDF", rtol=1e-7, atol=1e-9)
assert diffused.success
x_diffusion, tail = diffused.y[0, -1], diffused.y[1:, -1]
tail_length = diffusivity / speed_steady
assert abs(x_diffusion - x_s) < 1e-5
# Tolerance covers the second-order error of the spatial grid
assert np.max(np.abs(tail - c - (x_s - c) * np.exp(-z / tail_length))) < 1e-3

# Apparent composition for a probe whose signal decays exponentially with depth
probe = 2.0
through = np.exp(-thickness / probe)
x_probe = c + (x_s - c) * (1 - through + through / (1 + probe / tail_length))
numerical_probe = (x_diffusion * (1 - through)
                   + np.sum(tail * np.exp(-(thickness + z) / probe)) * dz / probe
                   + c * np.exp(-(thickness + cells * dz) / probe))
assert abs(x_probe - numerical_probe) < 1e-3

# Return of removed A, and a lower removal coefficient of B
back = 0.10
x_return = steady_fraction((1 - back) * k_a, k_b, c)
run_back = integrate_inventory(k_a, k_b, c, atom, atom, [0.0, 30.0], back)
assert abs(fraction(run_back)[-1] - x_return) < 1e-6
drop = 0.20
x_lower = steady_fraction(k_a, (1 - drop) * k_b, c)
run_low = integrate_inventory(k_a, (1 - drop) * k_b, c, atom, atom, [0.0, 30.0])
assert abs(fraction(run_low)[-1] - x_lower) < 1e-6

# Segregation of A to the top plane, with removal from that plane only
energy_ev, temperature = 0.05, 450.0
factor = np.exp(energy_ev * charge / (boltzmann * temperature))
odds_below = x_s / (1 - x_s) / factor
x_below = odds_below / (1 + odds_below)


def exchange_balance(y, attempt=1e5):
    top, below = y
    turnover = k_a * top + k_b * (1 - top)
    upward = attempt * (below * (1 - top) - top * (1 - below) / factor)
    return [turnover * below + upward - k_a * top,
            turnover * (c - below) - upward]


root, _, status, _ = fsolve(exchange_balance, [0.7, 0.6], full_output=True)
assert status == 1
assert abs(root[0] - x_s) < 1e-5 and abs(root[1] - x_below) < 1e-3


def show(label, value, unit, digits=4):
    print(f"{label}: {value:.{digits}g} {unit}")


show("atomic density", density, "nm^-3")
show("altered-layer thickness", thickness, "nm")
show("layer inventory", inventory, "nm^-2")
show("removal coefficient of A", k_a, "s^-1")
show("removal coefficient of B", k_b, "s^-1")
show("bulk fraction of A", 100 * c, "percent")
show("ion flux", ion_flux, "nm^-2 s^-1")
show("initial flux of A", k_a * inventory * c, "nm^-2 s^-1")
show("initial flux of B", k_b * inventory * (1 - c), "nm^-2 s^-1")
show("steady surface A", 100 * x_s, "percent")
show("steady surface B", 100 * (1 - x_s), "percent")
show("steady A inventory", inventory * x_s, "nm^-2")
show("steady B inventory", inventory * (1 - x_s), "nm^-2")
show("steady flux of A", flux_a, "nm^-2 s^-1")
show("steady flux of B", flux_b, "nm^-2 s^-1")
show("A/B flux ratio if surface were 20 percent A",
     k_a * 0.2 / (k_b * 0.8), "(ratio)")
show("relaxation rate", relax, "s^-1")
show("relaxation time", 1 / relax, "s")
show("final excess of removed B over A", excess_b, "nm^-2")
show("same excess, direct integration", run[3, -1] - run[2, -1], "nm^-2")
show("initial etch rate", speed_start, "nm/s")
show("steady etch rate", speed_steady, "nm/s")
show("steady etch rate, converted", 60 * speed_steady, "nm/min")
show("atoms removed per ion", (flux_a + flux_b) / ion_flux, "atoms/ion")
show("time for 99 percent of composition change", time_99, "s")
show("depth etched in that time", depth_formula(time_99), "nm")
show("surface A by direct integration", 100 * fraction(run)[-1], "percent")
show("surface A, A atom twice as large", 100 * fraction(unequal)[-1], "percent")
show("mean exposure time of an A atom", 1 / k_a, "s")
show("mean exposure time of a B atom", 1 / k_b, "s")
show("number of simulated columns", columns, "columns", 5)
show("early sampling time", t_early, "s")
show("column simulation, early surface A", 100 * mc_early, "percent", 3)
show("formula, early surface A", 100 * x_formula(t_early), "percent", 3)
show("late sampling time", t_late, "s")
show("column simulation, late surface A", 100 * mc_late, "percent", 3)
show("column simulation, late A/B flux ratio", mc_flux_ratio, "(ratio)", 3)
show("trial diffusivity", diffusivity, "nm^2/s")
show("surface A with diffusion", 100 * x_diffusion, "percent")
show("diffusion tail length", tail_length, "nm")
show("trial returned share of removed A", 100 * back, "percent")
show("surface A with return of A", 100 * x_return, "percent", 3)
show("trial reduction of B coefficient", 100 * drop, "percent")
show("surface A with reduced B coefficient", 100 * x_lower, "percent", 3)
show("trial segregation energy", energy_ev, "eV")
show("trial surface temperature", temperature, "K")
show("segregation factor", factor, "(ratio)", 3)
show("A below top plane with segregation", 100 * x_below, "percent", 3)
show("trial probe decay length", probe, "nm")
show("apparent A seen by probe", 100 * x_probe, "percent", 3)
print("done: every assertion held")
```

Output:

```
atomic density: 40 nm^-3
altered-layer thickness: 2 nm
layer inventory: 80 nm^-2
removal coefficient of A: 1 s^-1
removal coefficient of B: 4 s^-1
bulk fraction of A: 50 percent
ion flux: 100 nm^-2 s^-1
initial flux of A: 40 nm^-2 s^-1
initial flux of B: 160 nm^-2 s^-1
steady surface A: 80 percent
steady surface B: 20 percent
steady A inventory: 64 nm^-2
steady B inventory: 16 nm^-2
steady flux of A: 64 nm^-2 s^-1
steady flux of B: 64 nm^-2 s^-1
A/B flux ratio if surface were 20 percent A: 0.0625 (ratio)
relaxation rate: 2.5 s^-1
relaxation time: 0.4 s
final excess of removed B over A: 48 nm^-2
same excess, direct integration: 48 nm^-2
initial etch rate: 5 nm/s
steady etch rate: 3.2 nm/s
steady etch rate, converted: 192 nm/min
atoms removed per ion: 1.28 atoms/ion
time for 99 percent of composition change: 1.842 s
depth etched in that time: 6.607 nm
surface A by direct integration: 80 percent
surface A, A atom twice as large: 80 percent
mean exposure time of an A atom: 1 s
mean exposure time of a B atom: 0.25 s
number of simulated columns: 40000 columns
early sampling time: 0.4 s
column simulation, early surface A: 68.9 percent
formula, early surface A: 69 percent
late sampling time: 6 s
column simulation, late surface A: 79.7 percent
column simulation, late A/B flux ratio: 0.987 (ratio)
trial diffusivity: 1 nm^2/s
surface A with diffusion: 80 percent
diffusion tail length: 0.3125 nm
trial returned share of removed A: 10 percent
surface A with return of A: 81.6 percent
trial reduction of B coefficient: 20 percent
surface A with reduced B coefficient: 76.2 percent
trial segregation energy: 0.05 eV
trial surface temperature: 450 K
segregation factor: 3.63 (ratio)
A below top plane with segregation: 52.4 percent
trial probe decay length: 2 nm
apparent A seen by probe: 70.5 percent
done: every assertion held
```
